\section*{The linear method's generalized eigenproblem from Monte Carlo averages}

\section{Result}

Let $\psi(\mathbf R;\mathbf p)$ be a real trial function with parameters $p_1,\dots,p_n$, and let $H$ be a real Hermitian Hamiltonian that does not depend on them. Write $\partial_i=\partial/\partial p_i$ and
\begin{equation}
O_i=\frac{\partial_i\psi}{\psi},\qquad
E_L=\frac{H\psi}{\psi},\qquad
\langle f\rangle=\frac{\int\psi^2 f\,d\mathbf R}{\int\psi^2\,d\mathbf R}.
\end{equation}
The linear method minimizes the energy in the space spanned by
\begin{equation}
\psi_0=\psi,\qquad \psi_i=\partial_i\psi-\langle O_i\rangle\psi .
\label{basis}
\end{equation}
The coefficients of $\sum_k c_k\psi_k$ obey $\mathsf H\mathbf c=E\,\mathsf S\mathbf c$. With $i,j\ge1$, the matrix elements are
\begin{align}
S_{00}&=1,\qquad S_{0i}=S_{i0}=0,\nonumber\\
S_{ij}&=\langle O_iO_j\rangle-\langle O_i\rangle\langle O_j\rangle,\nonumber\\
H_{00}&=\langle E_L\rangle,\nonumber\\
H_{i0}&=\langle O_iE_L\rangle-\langle O_i\rangle\langle E_L\rangle,\nonumber\\
H_{0j}&=\langle O_jE_L\rangle-\langle O_j\rangle\langle E_L\rangle+\langle\partial_jE_L\rangle,\nonumber\\
H_{ij}&=\langle O_iO_jE_L\rangle-\langle O_i\rangle\langle O_jE_L\rangle
-\langle O_j\rangle\langle O_iE_L\rangle\nonumber\\
&\quad+\langle O_i\rangle\langle O_j\rangle\langle E_L\rangle
+\langle O_i\partial_jE_L\rangle-\langle O_i\rangle\langle\partial_jE_L\rangle .
\label{result}
\end{align}
To first order the new parameters are $p_j+c_j/c_0$. In a finite sample $\mathsf H$ is not symmetric, and it should be left so, for a reason derived below.

The basis functions are assumed normalizable and in the domain of $H$, with vanishing boundary terms. The matrix $\mathsf S$ is assumed nonsingular: a redundant parameter must be removed first.

\section{Derivation}

\subsection{Why the derivatives are centred}

Let $N=\int\psi^2\,d\mathbf R$. Since $\partial_iN=2\int\psi\,\partial_i\psi\,d\mathbf R=2N\langle O_i\rangle$, the normalized function changes as
\begin{equation}
\partial_i\frac{\psi}{\sqrt N}
=\frac{\partial_i\psi}{\sqrt N}-\frac{\psi}{2N^{3/2}}\,\partial_iN
=\frac{\partial_i\psi-\langle O_i\rangle\psi}{\sqrt N}
=\frac{\psi_i}{\sqrt N}.
\label{norm}
\end{equation}
Centring removes the part of the derivative that only rescales $\psi$. It also makes $\psi_i$ orthogonal to $\psi$, because $\int\psi\psi_i\,d\mathbf R=N(\langle O_i\rangle-\langle O_i\rangle)=0$.

\subsection{The eigenproblem}

Divide all integrals by $N$ and define
\begin{equation}
S_{kl}=\frac1N\int\psi_k\psi_l\,d\mathbf R,\qquad
H_{kl}=\frac1N\int\psi_k H\psi_l\,d\mathbf R .
\end{equation}
The energy of $\sum_kc_k\psi_k$ is $E(\mathbf c)=\mathbf c^T\mathsf H\mathbf c/\mathbf c^T\mathsf S\mathbf c$. With exact integrals both matrices are symmetric, so
\begin{equation}
\frac{\partial E}{\partial c_k}
=\frac{2\,[\mathsf H\mathbf c-E\,\mathsf S\mathbf c]_k}{\mathbf c^T\mathsf S\mathbf c}.
\end{equation}
Setting this to zero for every $k$ gives $\mathsf H\mathbf c=E\,\mathsf S\mathbf c$. The lowest root, $E_{\rm lin}$, is the minimum energy in the span.

\subsection{Matrix elements}

Multiplying and dividing by $\psi$ turns each integral into an average:
\begin{equation}
S_{kl}=\left\langle\frac{\psi_k}{\psi}\frac{\psi_l}{\psi}\right\rangle,\qquad
H_{kl}=\left\langle\frac{\psi_k}{\psi}\frac{H\psi_l}{\psi}\right\rangle .
\label{averages}
\end{equation}
From (\ref{basis}), $\psi_i/\psi=O_i-\langle O_i\rangle$. Hence $S_{ij}$ is the covariance of $O_i$ and $O_j$.

The Hamiltonian elements need $H\partial_j\psi$. Differentiate $H\psi=E_L\psi$ with respect to $p_j$. As $H$ does not depend on $p_j$,
\begin{equation}
H\partial_j\psi=(\partial_jE_L)\psi+E_L\partial_j\psi .
\end{equation}
Division by $\psi$ gives a pointwise identity, for which we define
\begin{equation}
G_j\equiv\frac{H\partial_j\psi}{\psi}=\partial_jE_L+O_jE_L .
\label{G}
\end{equation}
Therefore $H\psi_j/\psi=G_j-\langle O_j\rangle E_L$, and (\ref{averages}) becomes
\begin{align}
H_{i0}&=\langle(O_i-\langle O_i\rangle)E_L\rangle,\nonumber\\
H_{0j}&=\langle G_j\rangle-\langle O_j\rangle\langle E_L\rangle,\nonumber\\
H_{ij}&=\langle(O_i-\langle O_i\rangle)(G_j-\langle O_j\rangle E_L)\rangle\nonumber\\
&=\langle O_iG_j\rangle-\langle O_i\rangle\langle G_j\rangle
-\langle O_j\rangle\langle O_iE_L\rangle
+\langle O_i\rangle\langle O_j\rangle\langle E_L\rangle .
\label{Gform}
\end{align}
Substituting (\ref{G}) in $\langle G_j\rangle$ and $\langle O_iG_j\rangle$ gives (\ref{result}). With $\delta O_i=O_i-\langle O_i\rangle$, the last element is also
\begin{equation}
H_{ij}=\langle\delta O_i\,\delta O_j\,E_L\rangle+\langle\delta O_i\,\partial_jE_L\rangle,
\label{compact}
\end{equation}
which is convenient for hand calculation.

\subsection{Symmetry and the gradient}

Hermiticity gives $\int\psi H\partial_j\psi\,d\mathbf R=\int(\partial_j\psi)H\psi\,d\mathbf R$, or $\langle G_j\rangle=\langle O_jE_L\rangle$. Comparison with (\ref{G}) shows that
\begin{equation}
\langle\partial_jE_L\rangle=0
\label{zero}
\end{equation}
for exact averages, so that $H_{0j}=H_{j0}$. The energy at the current parameters is $E_0=H_{00}$. Differentiating $\int\psi H\psi\,d\mathbf R/N$ and using Hermiticity gives
\begin{equation}
\partial_iE_0=2\langle O_iE_L\rangle-2\langle O_i\rangle\langle E_L\rangle=2H_{i0}.
\label{gradient}
\end{equation}
The first column therefore contains half the energy gradient.

\subsection{Nodes that move with the parameters}

Let $s$ be the distance from a node at which $\partial_i\psi$ does not vanish. Then $\psi\sim s$ and $O_i\sim1/s$, and in general $E_L\sim1/s$. The integrand $\psi^2O_iO_jE_L$ behaves as $1/s$ and is not absolutely integrable. The term with $O_i\partial_jE_L$ has the opposite singularity. For $\psi=(x-a)e^{-x^2/2}$ and $H=-\frac12d^2/dx^2+\frac12x^2$,
\begin{equation}
O_a=-\frac1{x-a},\quad
E_L=\frac12+\frac{x}{x-a},\quad
\partial_aE_L=\frac{x}{(x-a)^2}.
\end{equation}
The two products are
\begin{align}
O_a^2E_L&=\frac{1}{2(x-a)^2}+\frac{x}{(x-a)^3},\nonumber\\
O_a\partial_aE_L&=-\frac{x}{(x-a)^3}.
\end{align}
Their cubic poles cancel, and the remainder is integrable with weight $\psi^2$. Only the sum $O_iG_j$ of (\ref{Gform}) has a mean. Averages of the two terms over the same points add up to the average of $O_iG_j$, but neither is defined alone, so they must not be taken from different samples or given separate error bars. Evaluating $G_j=H\partial_j\psi/\psi$ directly also avoids subtracting two large numbers near the node.

The mean is then finite, but the variance need not be. If $O_iG_j\sim1/s^2$, its square times $\psi^2$ behaves as $1/s^2$, whose integral diverges. The products $O_iO_j$ in $S_{ij}$ and $O_iE_L$ in $H_{i0}$ also behave as $1/s^2$ in general and share this fault. The usual error bar does not apply to such elements when points are drawn from $\psi^2$.

\section{From eigenvector to parameters}

\subsection{The step}

Suppose $c_0\ne0$ and put $d_j=c_j/c_0$. The function found is then proportional to $\psi+\sum_jd_j\psi_j$. By (\ref{norm}), a parameter change $\Delta\mathbf p$ turns the normalized function into
\begin{equation}
\frac{1}{\sqrt N}\Big(\psi+\sum_j\Delta p_j\,\psi_j\Big)+O(\Delta p^2).
\end{equation}
Matching the two gives $\Delta p_j=d_j$ to first order. If $c_0=0$, this first-order match defines no step.

When $\psi$ is linear in all the parameters jointly, the match can be made without truncation:
\begin{align}
\psi(\mathbf p+\Delta\mathbf p)
&=\psi+\sum_j\Delta p_j\,\partial_j\psi\nonumber\\
&=(1+t)\psi+\sum_j\Delta p_j\,\psi_j,
\qquad t=\sum_j\Delta p_j\langle O_j\rangle .
\end{align}
Hence $d_j=\Delta p_j/(1+t)$. Let $s=\sum_jd_j\langle O_j\rangle=t/(1+t)$. Then $1+t=1/(1-s)$, and
\begin{equation}
\Delta p_j=\frac{d_j}{1-\sum_id_i\langle O_i\rangle}.
\label{linear}
\end{equation}
In terms of the eigenvector itself, $\Delta p_j=c_j/(c_0-\sum_ic_i\langle O_i\rangle)$, which remains valid when $c_0=0$. If this denominator vanishes, no finite parameter change represents the eigenvector.

\subsection{Descent and damping}

The top row of the eigenproblem, divided by $c_0$, reads $E_{\rm lin}=H_{00}+\sum_jH_{0j}d_j$. With exact averages, (\ref{zero}) and (\ref{gradient}) turn it into
\begin{equation}
\sum_j(\partial_jE_0)\,d_j=2(E_{\rm lin}-E_0)\le0 .
\label{descent}
\end{equation}
The inequality holds because $\psi$ itself lies in the span. If the left side is nonzero, a sufficiently short step along $\mathbf d$ lowers the energy. A full step may not, since the true $\psi(\mathbf p+\mathbf d)$ contains terms of second order in $\mathbf d$.

The step can be shortened by adding $\mu\mathsf B$, with $\mu>0$ and $\mathsf B$ positive definite, to the block $i,j\ge1$ of $\mathsf H$. The top row is unchanged, and the lowest root $E'$ still cannot exceed $H_{00}$, so (\ref{descent}) survives with $E'$ in place of $E_{\rm lin}$. Let $\bar{\mathsf H}$ and $\bar{\mathsf S}$ denote the blocks with $i,j\ge1$, and $\mathbf g$ the gradient. The lower rows are
\begin{equation}
(\bar{\mathsf H}-E'\bar{\mathsf S}+\mu\mathsf B)\,\mathbf d=-\tfrac12\mathbf g .
\label{lower}
\end{equation}
Since $E'$ lies between $E_{\rm lin}$ and $H_{00}$, large $\mu$ gives $\mathbf d\simeq-\mathsf B^{-1}\mathbf g/(2\mu)$. The choice $\mathsf B=\mathsf 1$ yields steepest descent.

The choice $\mathsf B=\bar{\mathsf S}$ yields stochastic reconfiguration. That method projects a short imaginary-time step $(1-\tau H)\psi$ on the same span. Its overlap with $\psi_i$, divided by $N$, is $-\tau H_{i0}$, so to first order in $\tau$ the coefficients are $-\tau\bar{\mathsf S}^{-1}\mathbf g/2$. This is the large-$\mu$ form of the damped step, with $\tau=1/\mu$; at finite $\mu$ the term $\bar{\mathsf H}-E'\bar{\mathsf S}$ in (\ref{lower}) makes the two differ.

\section{Finite samples}

Replace every average in (\ref{result}) by a mean over the same $M$ points, including the means used for centring. Equation (\ref{zero}) then fails by a statistical error, and $\mathsf H$ loses its symmetry.

Suppose that some function in the span is an eigenstate:
\begin{equation}
\sum_lc_l\,H\psi_l(\mathbf R)=E\sum_lc_l\,\psi_l(\mathbf R)
\quad\text{at every }\mathbf R .
\end{equation}
Divide by $\psi(\mathbf R)$, multiply by $\psi_k(\mathbf R)/\psi(\mathbf R)$, and average over the sample. The result is
\begin{equation}
\sum_lH_{kl}c_l=E\sum_lS_{kl}c_l
\end{equation}
with the sampled matrices. The argument uses neither Hermiticity nor a large $M$. If the sampled $\mathsf S$ is nonsingular, $E$ is a root without statistical error, and its eigenvector gives the eigenstate. This zero-variance property belongs to the nonsymmetric matrix. Symmetrizing leaves the residual $\frac12(\mathsf H^T-\mathsf H)\mathbf c$, which is in general nonzero.

The same mechanism acts near an optimum, where the exact step vanishes. To first order in the sampling noise, the lower rows give $\mathbf d=-(\bar{\mathsf H}-E_0\bar{\mathsf S})^{-1}\mathbf h$, where $\mathbf h$ is the sampled first column below $H_{00}$. Without symmetrization, $h_i$ is the sample covariance of $O_i$ and $E_L$, which vanishes as $E_L$ becomes constant. Symmetrization adds half the sample mean of $\partial_iE_L$, which fluctuates even when $\psi$ is an eigenstate.

The nonsymmetric matrix has a price: its roots may be complex. A sampled root is not an upper bound to the ground-state energy, whether or not the matrix is symmetrized. In the finite-sample calculations below, the root with the lowest real part supplies the step.

\section{Example: a quartic oscillator}

\subsection{Local quantities}

In units with $\hbar=m=\omega=1$, take
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}+\frac{x^2}{2}+\lambda x^4,\qquad
\psi=e^{-ax^2-bx^4},
\end{equation}
with $\lambda=0.1$. Then $O_a=-x^2$ and $O_b=-x^4$. With $u=\ln\psi$, $\psi''/\psi=u''+u'^2$, where $u'=-2ax-4bx^3$ and $u''=-2a-12bx^2$. This gives
\begin{align}
E_L&=a+\left(\tfrac12+6b-2a^2\right)x^2+(\lambda-8ab)x^4-8b^2x^6,\nonumber\\
\partial_aE_L&=1-4ax^2-8bx^4,\nonumber\\
\partial_bE_L&=6x^2-8ax^4-16bx^6 .
\end{align}
At the start, $a=\frac12$ and $b=0$, these reduce to $E_L=\frac12+\lambda x^4$, $\partial_aE_L=1-2x^2$ and $\partial_bE_L=6x^2-4x^4$. The weight is $e^{-x^2}$, with moments $m_{2k}=\langle x^{2k}\rangle=(2k-1)!!/2^k$:
\begin{align}
m_2&=0.5, & m_4&=0.75, & m_6&=1.875,\nonumber\\
m_8&=6.5625, & m_{10}&=29.53125, & m_{12}&=162.421875 .
\end{align}

\subsection{Matrices and first step}

The overlaps are
\begin{align}
S_{aa}&=m_4-m_2^2=0.5,\nonumber\\
S_{ab}&=m_6-m_2m_4=1.5,\nonumber\\
S_{bb}&=m_8-m_4^2=6 .
\end{align}
The constant in $E_L$ drops out of the covariances, so
\begin{align}
H_{00}&=0.5+0.1\,m_4=0.575,\nonumber\\
H_{a0}&=-0.1\,(m_6-m_2m_4)=-0.15,\nonumber\\
H_{b0}&=-0.1\,(m_8-m_4^2)=-0.6 .
\end{align}
For the remaining elements use (\ref{compact}). The three contributions come, in order, from the constant in $E_L$, from $\lambda x^4$, and from $\partial_jE_L$:
\begin{align}
H_{aa}&=\tfrac12S_{aa}+0.1\left(m_8-m_6+\tfrac14m_4\right)+2S_{aa}\nonumber\\
&=0.25+0.4875+1=1.7375,\nonumber\\
H_{ab}&=\tfrac12S_{ab}+0.1\left(m_{10}-\tfrac12m_8-\tfrac34m_6+\tfrac38m_4\right)\nonumber\\
&\quad-6S_{aa}+4S_{ab}\nonumber\\
&=0.75+2.5125+3=6.2625,\nonumber\\
H_{bb}&=\tfrac12S_{bb}+0.1\left(m_{12}-\tfrac32m_8+\tfrac9{16}m_4\right)\nonumber\\
&\quad-6S_{ab}+4S_{bb}\nonumber\\
&=3+15.3+15=33.3 .
\end{align}
Numerical diagonalization gives the lowest root $E_{\rm lin}=0.559386$. The lower rows, (\ref{lower}) with $\mu=0$, become
\begin{equation}
\begin{pmatrix}1.457807&5.423421\\5.423421&29.943684\end{pmatrix}
\begin{pmatrix}d_a\\d_b\end{pmatrix}
=\begin{pmatrix}0.15\\0.6\end{pmatrix},
\end{equation}
with solution $d_a=0.086912$ and $d_b=0.004296$. The top row returns $0.575-0.15\,d_a-0.6\,d_b=0.55939$.

\subsection{Weak coupling}

For small $\lambda$, the matrix on the left tends to its value at $\lambda=0$, while the right side is proportional to $\lambda$:
\begin{equation}
\begin{pmatrix}1&3\\3&15\end{pmatrix}
\begin{pmatrix}d_a\\d_b\end{pmatrix}
=\lambda\begin{pmatrix}3/2\\6\end{pmatrix}
\;\Rightarrow\;
d_a=\frac{3\lambda}{4},\quad d_b=\frac{\lambda}{4}.
\end{equation}
Perturbation theory gives the same change. Put $\psi=e^{-x^2/2-\lambda(\alpha x^2+\beta x^4)}$. The first-order part of $E_L$ is $\alpha+(6\beta-2\alpha)x^2+(1-4\beta)x^4$. It is constant for $\beta=\frac14$ and $\alpha=\frac34$. One linear step is thus correct to leading order in $\lambda$.

\subsection{Iterations}

At $\lambda=0.1$ the steps must be repeated. With averages evaluated by quadrature on a grid, the full undamped steps give:
\begin{center}
\begin{tabular}{ccccc}
step & $a$ & $b$ & $E_0$ & $E_{\rm lin}$\\
0 & 0.50000 & 0.00000 & 0.575000 & 0.559386\\
1 & 0.58691 & 0.00430 & 0.559935 & 0.559168\\
2 & 0.56477 & 0.01702 & 0.559158 & 0.559148\\
3 & 0.56136 & 0.01884 & 0.559148 & 0.559148
\end{tabular}
\end{center}
After the first step the energy is $0.559935$, above the $0.559386$ of the linear combination. The difference comes from the nonlinear dependence of $\psi$ on its parameters. The first step also overshoots in $a$ and covers less than a quarter of the final change in $b$. The iterations converge to $a=0.5613$, $b=0.0189$. The energy there lies $1.4\times10^{-6}$ above the ground-state energy $0.559146$ obtained by diagonalization in 80 oscillator functions. This remainder is the error of the two-parameter form.

\subsection{Sampling noise}

To show the zero-variance property, set $\lambda=0$ and take $\psi=(1+ax^2+bx^4)e^{-x^2/2}$ with $a=0.3$, $b=0.1$. The span contains every even polynomial of degree up to four times $e^{-x^2/2}$, hence the oscillator states with energies $\frac12$, $\frac52$ and $\frac92$. Twenty random points drawn from $\psi^2$ gave a mean local energy of $0.810$, yet the nonsymmetric roots were $0.5$, $2.5$ and $4.5$ to the eight decimals computed. The symmetrized matrix gave $0.4987$, $2.4501$ and $4.5512$ from the same points. Its lowest root lies below the true ground-state energy.

For the lowest nonsymmetric root, $\mathbf d=(-0.4183,-0.1394)$. These numbers depend on the sample through the centring means. Equation (\ref{linear}) removes that dependence and gives $\Delta\mathbf p=(-0.3,-0.1)$, which restores the Gaussian ground state in one step.

At the quartic minimum for $\lambda=0.1$, 300 independent samples of 2000 points gave these standard deviations of the step:
\begin{center}
\begin{tabular}{lcc}
matrix & $\Delta a$ & $\Delta b$\\
nonsymmetric & $4.9\times10^{-4}$ & $3.3\times10^{-4}$\\
symmetrized & $4.8\times10^{-2}$ & $1.9\times10^{-2}$
\end{tabular}
\end{center}
In this run symmetrization raises the noise by factors of about 100 and 60. These factors are rough: other random sequences give about 85 for $a$ and 57--62 for $b$. The scatter of the nonsymmetric step is not Gaussian: $E_L$ is nearly flat for $|x|\lesssim2$ and falls steeply beyond, so the variance of $h_i$ comes mostly from rare points near $|x|\approx2.5$--$3$, which few samples of 2000 points contain. With the symmetrized matrix, the noise in $b$ is as large as the optimal $b$ itself. The factors depend on the sample size: the first-order formula for $\mathbf d$, with exact matrices and the variance of $\mathbf h$ evaluated by quadrature, gives about 33 and 22 in the limit of many points. They also belong to this trial function, whose local energy is nearly constant at the minimum; a poorer function gains less from the cancellation in $h_i$.
